# Sternheimer equations for the dipole polarizability of closed-shell LDA atoms, part 1

(Sections cited here and not found follow in the second part.)

## Hydrogen

Hartree atomic units are used throughout. A uniform field \(F\) along \(z\) adds \(+Fz=Fr\cos\theta\) to the potential energy of an electron (charge \(-1\)). The induced dipole is \(\mu=-\int z\,\delta n\,d^3r=\alpha F+O(F^3)\), where \(\delta n\) is the change of the electron number density.

For hydrogen, \(\psi_0=u(r)Y_{00}/r\) with \(u=2re^{-r}\) and \(\varepsilon=-\tfrac12\). Put \(\psi=\psi_0+F\psi_1\) into the Schrödinger equation and keep order \(F\): \((h-\varepsilon)\psi_1=-(z-\varepsilon_1)\psi_0\). The shift \(\varepsilon_1=\langle\psi_0|z|\psi_0\rangle\) vanishes because \(z\) is odd. Since \(\cos\theta\,Y_{00}=Y_{10}/\sqrt3\), set \(\psi_1=w(r)Y_{10}/(\sqrt3\,r)\). The Hamiltonian acts on \(wY_{lm}/r\) as \((h_lw)Y_{lm}/r\), with \(h_l=-\tfrac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac1r\), so
\[(h_1+\tfrac12)\,w=-r\,u .\]
Write \(w=gu\). Then \(w''=g''u+2g'u'+gu''\); the \(gu''\) term is removed by \(h_0u=-\tfrac12u\); and \(u'/u=1/r-1\). Dividing by \(u\),
\[-\tfrac12g''-g'\Big(\frac1r-1\Big)+\frac g{r^2}=-r .\]
For \(g=ar+br^2\) the left side is \(-b-\frac ar+a-2b+2br+\frac ar+b=(a-2b)+2br\). Hence \(b=-\tfrac12\), \(a=-1\), and \(w=-(r+r^2/2)u\).

The density change is \(\delta n=2F\psi_0\psi_1=2F\,uw\cos\theta/(4\pi r^2)\), because \(Y_{00}Y_{10}/\sqrt3=\cos\theta/4\pi\). With \(\int\cos^2\theta\,d\Omega=4\pi/3\),
\[\alpha=-\tfrac23\int_0^\infty r\,u\,w\,dr=\tfrac23\Big(\langle r^2\rangle+\tfrac12\langle r^3\rangle\Big).\]
The moments are \(\langle r^k\rangle=4(k+2)!/2^{k+3}\), that is \(3\) and \(15/2\), so \(\alpha=\tfrac23(3+\tfrac{15}4)=\tfrac92\). One inhomogeneous equation has replaced the sum over all bound and continuum p states. A many-electron atom adds three things: a second target channel for every shell with \(l>0\), occupied orbitals in the target channels, and a potential that responds to \(\delta n\).

## Linearized Kohn–Sham equations

The atom has a fixed point nucleus of charge \(Z\) and \(N\) electrons, treated without relativity in the spin-unpolarized local density approximation (LDA). Every shell is full, so each spatial orbital \(\psi_i=u_{nl}Y_{lm}/r\) holds two electrons and the ground density \(n_0(r)\) is spherical. Every empty level lies above every occupied one. From here on \(h_l\) contains \(v_s=-Z/r+v_H+v_{xc}(n_0)\) in place of \(-1/r\).

Let \(F\,\delta v\) be the first-order change of the full Kohn–Sham potential. It is odd under inversion (shown below), so its matrix elements within any shell vanish: \(\varepsilon_1=0\), and no degenerate mixing occurs. Then
\[(h-\varepsilon_i)\psi_i^{(1)}=-\delta v\,\psi_i,\qquad \delta n=4F\sum_{i\,\mathrm{occ}}\mathrm{Re}\,\psi_i^*\psi_i^{(1)},\]
with one factor 2 from spin and one from differentiating \(|\psi_i|^2\).

**Projection.** Expanding in eigenstates, \(\psi_i^{(1)}=\sum_{k}\psi_k\langle k|\delta v|i\rangle/(\varepsilon_i-\varepsilon_k)\). For two occupied states, the term \((i,k=j)\) in \(\delta n\) is \(X=\psi_i^*\psi_j\langle j|\delta v|i\rangle/(\varepsilon_i-\varepsilon_j)\). The term with \(i\) and \(j\) exchanged is \(\psi_j^*\psi_i\langle i|\delta v|j\rangle/(\varepsilon_j-\varepsilon_i)=-X^*\), since \(\delta v\) is real. The real parts cancel, provided both states carry the same occupation. Only empty \(k\) contribute, so \(\psi_i^{(1)}\) may be replaced by its component in the empty space. With \(P\) the projector on occupied orbitals and \(Q=1-P\), this component solves
\[(h-\varepsilon_i+\sigma P)\,\psi_i^{(1)}=-Q\,\delta v\,\psi_i .\]
Because \(P\) commutes with \(h\), the operator has eigenvalues \(\varepsilon_a-\varepsilon_i>0\) on empty states and \(\varepsilon_j-\varepsilon_i+\sigma\) on occupied ones. The latter are positive for all \(i,j\) when \(\sigma>\varepsilon_{\max}-\varepsilon_{\min}\), taken over occupied levels. Applying \(P\) to the equation gives \((h-\varepsilon_i+\sigma)P\psi_i^{(1)}=0\), hence \(P\psi_i^{(1)}=0\), and the solution does not depend on \(\sigma\).

For a closed-shell atom the projection therefore leaves \(\delta n\) unchanged. It is not needed for solvability either: the radial equation below couples \(l\) to \(l\pm1\), and \(h_{l\pm1}-\varepsilon_{nl}\) is singular only if levels with \(l\) differing by one coincide. What the projection and shift provide is a positive definite operator, which admits Cholesky or conjugate-gradient solution, and the removal of terms that would cancel later.

## Angular reduction

Take \(\delta v=v_1(r)\cos\theta\). The recurrence \((2l+1)xP_l^m=(l-m+1)P_{l+1}^m+(l+m)P_{l-1}^m\) is converted to normalized functions with \(\mathcal N_l^2=\frac{2l+1}2\frac{(l-m)!}{(l+m)!}\). The coefficient of \(Y_{l+1,m}\) is \(a_{lm}=\frac{l-m+1}{2l+1}\frac{\mathcal N_l}{\mathcal N_{l+1}}\), and \(\frac{\mathcal N_l^2}{\mathcal N_{l+1}^2}=\frac{2l+1}{2l+3}\frac{l+m+1}{l-m+1}\). The coefficient of \(Y_{l-1,m}\) is \(a_{l-1,m}\), because multiplication by \(\cos\theta\) is a real symmetric operator. Thus
\[\cos\theta\,Y_{lm}=a_{lm}Y_{l+1,m}+a_{l-1,m}Y_{l-1,m},\qquad a_{lm}^2=\frac{(l+1)^2-m^2}{(2l+1)(2l+3)} .\]
Write \(\psi^{(1)}_{nlm}=[a_{lm}w_{nl,l+1}Y_{l+1,m}+a_{l-1,m}w_{nl,l-1}Y_{l-1,m}]/r\). Full shells make \(P\) act on the component \(Y_{l'm}\) as the radial projector \(P_{l'}=\sum_{n'}|u_{n'l'}\rangle\langle u_{n'l'}|\), the same for all \(m\). The angular coefficient appears on both sides and drops out:
\[(h_{l'}-\varepsilon_{nl}+\sigma P_{l'})\,w_{nl,l'}=-Q_{l'}\,v_1u_{nl},\qquad l'=l\pm1 .\tag{1}\]
Each pair \(c=(nl,l')\) is a channel.

The density needs \(S_l=\sum_ma_{lm}Y^*_{lm}Y_{l+1,m}\), which is real because both harmonics carry the same \(e^{im\phi}\). Multiply Unsöld's identity \(\sum_m|Y_{lm}|^2=(2l+1)/4\pi\) by \(\cos\theta\) and insert the expansion. The first terms give \(S_l\). The second give \(\sum_ma_{l-1,m}Y_{lm}^*Y_{l-1,m}=S_{l-1}\), as \(a_{l-1,\pm l}=0\). So \(S_l+S_{l-1}=(2l+1)\cos\theta/4\pi\) with \(S_{-1}=0\). If \(S_{l-1}=l\cos\theta/4\pi\), then \(S_l=(l+1)\cos\theta/4\pi\), which completes the induction. The channel \(l\to l+1\) has weight \(l+1\) and \(l\to l-1\) has weight \(l\): in both cases \(l_>=\max(l,l')\). Therefore \(\delta n=Fn_1(r)\cos\theta\) with
\[n_1=\frac{4}{4\pi r^2}\sum_cl_>\,u_cw_c=\frac1{\pi r^2}\sum_cl_>\,u_cw_c,\tag{2}\]
\[\alpha=-\frac{4\pi}3\int r^3n_1\,dr=-\frac43\sum_cl_>\int r\,u_cw_c\,dr.\tag{3}\]
Halving the occupation returns the hydrogen prefactor \(2/3\).

## The response kernel

In the expansion \(|\mathbf r-\mathbf s|^{-1}=\sum_Lr_<^Lr_>^{-L-1}P_L(\cos\gamma)\), the addition theorem gives \(\int P_L(\cos\gamma)\cos\theta'\,d\Omega'=\frac{4\pi}3\delta_{L1}\cos\theta\). The induced Hartree potential is \(Fv_{H1}\cos\theta\) with
\[v_{H1}(r)=\frac{4\pi}3\int s^2\frac{r_<}{r_>^2}n_1(s)\,ds=\frac{4\pi}3\Big[\frac1{r^2}\int_0^rs^3n_1\,ds+r\int_r^\infty n_1\,ds\Big].\]
The LDA potential is a function of the local density, so \(\delta v_{xc}=f_{xc}(r)\,\delta n\) with \(f_{xc}=dv_{xc}/dn\) at \(n_0(r)\). Both terms are proportional to \(\cos\theta\), as is the external one, so the assumed odd form of \(\delta v\) reproduces itself:
\[v_1=r+v_{H1}+f_{xc}n_1\equiv r+Kn_1.\tag{4}\]
Equations (1), (2) and (4) are the closed system. Setting \(K=0\) gives the uncoupled polarizability \(\alpha_0\).

## Discretization

The atom is placed in a sphere of radius \(R\) with \(u(0)=u(R)=0\). Map \(x\in[-1,1]\) by \(r=s(1+x)/(1-x+a)\), \(a=2s/R\), so that \(r(1)=R\) and \(r'=s(2+a)/(1-x+a)^2\). The Gauss–Lobatto nodes \(x_0,\dots,x_M\) are the zeros of \(q=(x^2-1)P_M'\), with weights \(\omega_k=2/[M(M+1)P_M(x_k)^2]\). The rule is exact for polynomials of degree up to \(2M-1\).

The Lagrange functions are \(L_i=q(x)/[q'(x_i)(x-x_i)]\). Since \(q(x_k)=0\), \(L_i'(x_k)=q'(x_k)/[q'(x_i)(x_k-x_i)]\) for \(k\ne i\), and Legendre's equation gives \(q'=M(M+1)P_M\). Thus \(D_{ki}=P_M(x_k)/[P_M(x_i)(x_k-x_i)]\). The diagonal follows from \(\sum_iL_i=1\): \(D_{kk}=-\sum_{i\neq k}D_{ki}\).

Let \(W_j=\omega_jr'_j\) and use the basis \(L_j/\sqrt{W_j}\) over the \(n_g=M-1\) interior nodes, so that a function \(u\) has coefficients \(\sqrt{W_j}\,u(r_j)\). Evaluating all integrals with the rule, and using \(dr=r'dx\) and \(d/dr=(1/r')\,d/dx\), the overlap is the unit matrix, a potential is diagonal with entries \(v(r_j)\), and
\[T_{ij}=\frac1{2\sqrt{W_iW_j}}\sum_{k=0}^M\frac{\omega_k}{r'_k}D_{ki}D_{kj}.\]
The value of \(uw\) at node \(j\) is the product of the two coefficients divided by \(W_j\).

The Hartree term uses the same matrix. With \(U=rv_{H1}\), \(\nabla^2(U\cos\theta/r)=(U''-2U/r^2)\cos\theta/r\), so Poisson's equation reads \(-U''+2U/r^2=4\pi rn_1\). At \(R\) the integral form gives \(U(R)=\frac{4\pi}{3R}\int s^3n_1\,ds\). Split \(U=U_0+Cr^2\): \(r^2\) solves the homogeneous equation, \(U_0\) vanishes at both ends and comes from the matrix \(2T+\mathrm{diag}(2/r^2)\), and \(C=\frac{4\pi}{3R^3}\int s^3n_1\,ds\). For a multipole \(L\), the centrifugal term is \(L(L+1)/r^2\), the homogeneous solution is \(r^{L+1}\), and \(C=4\pi\int s^{L+2}n_L\,ds/[(2L+1)R^{2L+1}]\).

```
converge the ground state: u, eps, n0; form fxc(n0) and the matrix K
sigma = 2*(eps_max - eps_min)
for each channel c = (nl, l'):
    factor A_c = h_l' - eps_nl + sigma*P_l'   (Cholesky, once)
v = r
repeat:
    for each c:  b = v*u_c ;  w_c = -solve(A_c, b - P_l' b)
    n1 = sum_c max(l,l') * u_c*w_c / (pi r^2 W)
    f  = r + K n1 - v
    if norm(f) < tol: stop
    v  = v + beta*f
alpha = -(4 pi/3) * sum_j W_j r_j^3 n1_j
```

## Stability of the loop

Equations (1) and (2) define a linear map \(n_1=\chi_0v_1\). Use the product \(\langle f,g\rangle=\int r^2fg\,dr\) for potentials and densities, and write \(A_c=h_{l'}-\varepsilon_{nl}\) on the empty space, where it is positive. For a stacked vector \(y=(y_c)\) of empty-space functions define \(\mathcal Ty=\frac1{\pi r^2}\sum_cl_>^{1/2}u_cA_c^{-1/2}y_c\). From \(\langle f,\mathcal Ty\rangle=\frac1\pi\sum_cl_>^{1/2}\int fu_cA_c^{-1/2}y_c\,dr\), its adjoint is \((\mathcal T^\dagger f)_c=\frac1\pi l_>^{1/2}A_c^{-1/2}Q\,fu_c\). Composing the two,
\[\mathcal T\mathcal T^\dagger f=\frac1{\pi^2r^2}\sum_cl_>u_cA_c^{-1}Q\,fu_c=-\frac1\pi\chi_0f .\]
So \(\chi_0=-\pi\mathcal T\mathcal T^\dagger\) is symmetric and negative semidefinite. \(K\) is symmetric as well, because \(r_</r_>^2\) is symmetric and \(f_{xc}\) is local. The products \(XY\) and \(YX\) share their nonzero eigenvalues (if \(XYv=\lambda v\), then \(YX(Yv)=\lambda Yv\)). Hence the nonzero eigenvalues \(\lambda\) of \(K\chi_0=-\pi K\mathcal T\,\mathcal T^\dagger\) are those of \(-B\), where \(B=\pi\mathcal T^\dagger K\mathcal T\) is symmetric. All \(\lambda\) are real.

Let \(v^\ast\) be the fixed point and \(e_k=v_k-v^\ast\). Subtracting the fixed-point equation from the update gives \(e_{k+1}=[1-\beta(1-K\chi_0)]e_k\). Each eigenmode is multiplied by \(t=1-\beta(1-\lambda)\), and \(|t|<1\) means \(0<\beta(1-\lambda)<2\). For \(\lambda_{\max}<1\) the loop converges from any start exactly when
\[0<\beta<\beta_c=\frac2{1-\lambda_{\min}},\]
at the asymptotic rate \(\max|t|\). If \(\lambda_{\max}\ge1\), no positive \(\beta\) works. Equating \(|t|\) at the two ends of the spectrum gives the best fixed value, \(\beta=2/(2-\lambda_{\min}-\lambda_{\max})\).

The same modes describe \(\alpha\). Let \(z[v]=\mathcal T^\dagger v\). Equation (3) is \(\alpha=-\frac{4\pi}3\langle r,\chi_0v\rangle=\frac{4\pi^2}3z[r]\cdot z[v]\). Applying \(\mathcal T^\dagger\) to \(v^\ast=r+K\chi_0v^\ast\) gives \(z[v^\ast]=z[r]-Bz[v^\ast]\), so \(z[v^\ast]=(1+B)^{-1}z[r]\). With \(p_j\) the components of \(z[r]\) along the eigenvectors of \(B\) (eigenvalues \(-\lambda_j\)),
\[\alpha=\frac{4\pi^2}3\sum_j\frac{p_j^2}{1-\lambda_j},\qquad\alpha_0=\frac{4\pi^2}3\sum_jp_j^2 .\]
The pure Hartree kernel is a positive form (the field energy of \(\delta n\)), so all its \(\lambda_j\le0\) and \(\alpha_H\le\alpha_0\). Adding a term that is negative everywhere lowers \(B\) and raises \((1+B)^{-1}\) as a quadratic form, so it raises \(\alpha\) above \(\alpha_H\) while \(\lambda_{\max}<1\). The exchange kernel is such a term: \(v_x=-(3n/\pi)^{1/3}\) gives \(f_x=-\tfrac13(3/\pi)^{1/3}n^{-2/3}\).

Starting from \(v=r\), \(z[e_1]=z[r]-(1+B)^{-1}z[r]\) has components \(-\lambda_jp_j/(1-\lambda_j)\), so the \(k\)-th iterate obeys
\[\alpha_k-\alpha=\frac{4\pi^2}3\sum_j\frac{-\lambda_j}{1-\lambda_j}\,p_j^2\,t_j^{\,k-1}.\tag{5}\]

## Two internal checks

The closed system (1), (2), (4) for the linear response has been derived and discretized, and the range of \(\beta\) for which its iteration converges has been found. What remains are the two internal checks, a stationary form and a force balance, then the finite-field reference, the neon results, the cost and the failure modes.
